# Thickness of a Molten Silicon Film on an Inclined Feed-Rod Front: verification in Python

```python
"""
Thickness of a molten silicon film on the inclined melting front of a feed rod.
Result under test: h = (3 nu q / (g sin(beta)))**(1/3), for a smooth laminar film.
  h    film thickness (m)             q     volume flux per unit width (m^2/s)
  nu   kinematic viscosity (m^2/s)    beta  inclination to the horizontal
The program also tests and sizes neglected effects: inertia, capillarity,
thermocapillarity, motion of the solid, magnetic pressure and surface waves.
The film hangs on the underside of a cone that narrows downwards.
Material data other than nu are rough typical values for silicon near melting.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy import constants
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import eig, solve_banded
from scipy.optimize import brentq

g, mu0 = constants.g, constants.mu_0
q, nu, beta = 1.25e-6, 3.0e-7, np.radians(45.0)
sb, cb = np.sin(beta), np.cos(beta)
rho_l, rho_s = 2560.0, 2300.0          # melt and solid density, kg/m^3
gamma, dgamma_dT = 0.75, 2.0e-4        # surface tension N/m, |slope| N/(m K)
k_melt = 60.0                          # thermal conductivity, W/(m K)
sig_l, sig_s = 1.2e6, 5.0e4            # electrical conductivity, S/m
R, v = 0.050, 3.0e-3 / 60.0            # rod radius m, feed speed m/s
heat_flux, freq = 4.0e5, 3.0e6         # absorbed heat W/m^2, frequency Hz


def film(flux, visc=nu):
    return (3 * visc * flux / (g * sb)) ** (1 / 3)


h = film(q)
U = q / h
Re = q / nu
drive = rho_l * g * sb                 # gravity force along film, N/m^3


# Thickness from a discretized velocity problem, with optional disturbances
def numerical_flux(thick, extra=0.0, stress=0.0, wall=0.0):
    n = 40
    dy = thick / n
    A = np.zeros((n + 1, n + 1))
    b = np.full(n + 1, -g * sb * (1 + extra) / nu * dy**2)
    A[0, 0], b[0] = 1.0, wall
    for i in range(1, n):
        A[i, i - 1:i + 2] = 1.0, -2.0, 1.0
    A[n, n - 1], A[n, n] = 2.0, -2.0
    b[n] -= 2 * dy * stress / (rho_l * nu)
    return simpson(np.linalg.solve(A, b), dx=dy)


def numerical_film(**kw):
    return brentq(lambda t: numerical_flux(t, **kw) / q - 1, 1e-5, 2e-4,
                  xtol=1e-15, rtol=1e-12)


h_num = numerical_film()
assert abs(h_num / h - 1) < 1e-8
assert 54e-6 < h < 56e-6

# Position on the conical front where the stated flux occurs
a = q * rho_l / (rho_s * v)
r0 = -a + np.sqrt(a**2 + R**2)
L = (R - r0) / cb
# melted volume per second, summed over the slanted surface
melted = quad(lambda s: 2 * np.pi * (R - s * cb) * v * cb * rho_s / rho_l,
              0, L)[0]
assert abs(melted / (2 * np.pi * r0 * q) - 1) < 1e-9


# Inertia: local estimate against integration of the film equation
def local_state(s):
    r = R - s * cb
    return r, rho_s / rho_l * v * (R**2 - r**2) / (2 * r)


def momentum(s):
    r, flux = local_state(s)
    return r * flux**2 / film(flux)


ds = 1e-5
inertia_fraction = (1.2 * (momentum(L + ds) - momentum(L - ds)) / (2 * ds)
                    / (r0 * g * sb * h))
shift_inertia = inertia_fraction / 3
scale = 1e-9


def film_equation(s, y):
    r, flux = local_state(s)
    thick = r * flux**2 / (y[0] * scale)
    return [r * (g * sb * thick - 3 * nu * flux / thick**2) / (1.2 * scale)]


s_start = 1e-3
sol = solve_ivp(film_equation, (s_start, L), [momentum(s_start) / scale],
                method="Radau", rtol=1e-8, atol=1e-11)
assert sol.success
h_inertia = r0 * q**2 / (sol.y[0, -1] * scale)
shift_inertia_num = h_inertia / h - 1
# the local estimate is first order in a small quantity
assert abs(shift_inertia_num / shift_inertia - 1) < 0.15

# Capillary pressure gradient of the cone, tested by divergence of the normal
cap_gradient = gamma * sb * cb / r0**2


def distance(p):                       # its gradient is the unit normal
    return np.hypot(p[0], p[1]) * sb - p[2] * cb


def curvature(p, d=1e-4):
    total = 0.0
    for e in np.eye(3):
        total += distance(p + d * e) + distance(p - d * e) - 2 * distance(p)
    return total / d**2


point = np.array([r0, 0.0, r0 * np.tan(beta)])
down = np.array([-cb, 0.0, -sb])
step = 2e-4
cap_num = gamma * (curvature(point + step * down)
                   - curvature(point - step * down)) / (2 * step)
assert abs(cap_num / cap_gradient - 1) < 2e-3
cap_fraction = cap_gradient / drive
shift_cap = cap_fraction / 3

# Thermocapillary stress (upslope) and motion of the solid (downslope)
overheat = heat_flux * h / k_melt
stress = dgamma_dT * overheat / L
shift_thermo = stress / (2 * drive * h)
wall_speed = v * sb
shift_wall = -wall_speed * h / (3 * q)
for kw, predicted in (({"extra": -cap_fraction}, shift_cap),
                      ({"stress": -stress}, shift_thermo),
                      ({"wall": wall_speed}, shift_wall)):
    found = numerical_film(**kw) / h - 1
    assert abs(found / predicted - 1) < 0.05   # first-order formulas

# Induction field in a melt film on hot solid silicon
omega = 2 * np.pi * freq
skin_l = np.sqrt(2 / (omega * mu0 * sig_l))
skin_s = np.sqrt(2 / (omega * mu0 * sig_s))
z_l = (1 + 1j) / (sig_l * skin_l)
z_s = (1 + 1j) / (sig_s * skin_s)
arg = (1 + 1j) * h / skin_l
H_ratio = 1 / (np.cosh(arg) + z_s / z_l * np.sinh(arg))
Z = H_ratio * (z_s * np.cosh(arg) + z_l * np.sinh(arg))
# finite-volume solution with unit magnetic field at the free surface
n_film = 200
x = np.concatenate((np.linspace(0, h, n_film + 1),
                    h + np.linspace(0, 10 * skin_s, 3001)[1:]))
dx = np.diff(x)
sigma = np.where(np.arange(len(dx)) < n_film, sig_l, sig_s)
c = 1 / (sigma * dx)
bands = np.zeros((3, len(x)), complex)
bands[1, 0] = bands[1, -1] = 1.0
bands[0, 2:] = c[1:]
bands[2, :-2] = c[:-1]
bands[1, 1:-1] = -c[:-1] - c[1:] - 1j * omega * mu0 * (dx[:-1] + dx[1:]) / 2
rhs = np.zeros(len(x), complex)
rhs[0] = 1.0
H = solve_banded((1, 1), bands, rhs)
resistance_num = np.sum(np.abs(np.diff(H))**2 * c)
assert abs(resistance_num / Z.real - 1) < 2e-3
assert abs(H[n_film] / H_ratio - 1) < 2e-3
H0 = np.sqrt(2 * heat_flux / Z.real)   # peak field needed for the heat flux
p_mag = mu0 * H0**2 / 4 * (1 - abs(H_ratio)**2)
mag_fraction = p_mag / L / drive
shift_mag = mag_fraction / 3

# Long-wave growth against the full linear viscous eigenvalue problem
D_inertia = 2 * (g * sb)**2 * h**6 / (15 * nu**3)
D_gravity = g * cb * h**3 / (3 * nu)
Gam = gamma * h**3 / (3 * rho_l * nu)


def viscous_growth(k, hang, N=14):
    """Growth rate (1/s); hang=+1 underside film, -1 film on top of a plane."""
    al = k * h
    G = hang * g * cb * h / U**2
    S = gamma / (rho_l * h * U**2)
    basis = [Chebyshev.basis(n, domain=[0, 1]) for n in range(N + 1)]

    def d(m, y):
        cols = [(f.deriv(m) if m else f)(y) for f in basis]
        return np.array(cols).T

    m = N - 3
    y = 0.5 * (1 + np.cos(np.pi * (np.arange(m) + 0.5) / m))
    A = np.zeros((N + 2, N + 2), complex)
    B = np.zeros_like(A)
    lap = d(2, y) - al**2 * d(0, y)
    base = 3 * (y - y**2 / 2)
    A[:m, :-1] = ((d(4, y) - 2 * al**2 * d(2, y) + al**4 * d(0, y)) / Re
                  - 1j * al * (base[:, None] * lap + 3 * d(0, y)))
    B[:m, :-1] = -1j * al * lap
    A[m, :-1], A[m + 1, :-1] = d(0, 0.0), d(1, 0.0)
    A[m + 2, :-1], A[m + 2, -1], B[m + 2, -1] = d(0, 1.0), 1.5, 1.0
    A[m + 3, :-1], A[m + 3, -1] = d(2, 1.0) + al**2 * d(0, 1.0), -3.0
    A[m + 4, :-1] = (1.5j * al * d(1, 1.0) - d(3, 1.0) / Re
                     + 3 * al**2 * d(1, 1.0) / Re)
    A[m + 4, -1] = 1j * al * (S * al**2 - G)
    B[m + 4, :-1] = 1j * al * d(1, 1.0)
    speeds = eig(A, B, right=False)
    speeds = speeds[np.isfinite(speeds)]
    speed = speeds[np.argmin(abs(speeds - 3))]
    assert abs(speed.real - 3) < 0.1   # surface waves travel at about 3 U
    return al * speed.imag * U / h


for hang in (1, -1):
    D = D_inertia + hang * D_gravity
    k_fast = np.sqrt(D / (2 * Gam))
    # leading-order formula: its error falls as the square of k
    for k, tol in ((k_fast, 0.10), (k_fast / 10, 0.005)):
        assert abs(viscous_growth(k, hang) / (D * k**2 - Gam * k**4) - 1) < tol
D = D_inertia + D_gravity
k_fast = np.sqrt(D / (2 * Gam))
growth = D**2 / (4 * Gam)
growth_num = viscous_growth(k_fast, 1)
growth_shift = abs(viscous_growth(k_fast, 1, N=18) / growth_num - 1)
assert growth_shift < 1e-4
travel = L / (3 * U)
gain = np.exp(growth * travel)
assert gain < 1.5

shifts = [shift_inertia, shift_cap, shift_thermo, shift_wall, shift_mag]
total = sum(abs(t) for t in shifts)
assert total < 0.10


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Flux per unit width q", q, "m^2/s")
show("Kinematic viscosity nu", nu, "m^2/s")
show("Inclination beta", np.degrees(beta), "degrees")
show("Gravity g", g, "m/s^2", ".5f")
show("Gravity along front g sin(beta)", g * sb, "m/s^2")
show("Cube of thickness", h**3, "m^3")
show("Film thickness, formula", h * 1e6, "um", ".2f")
show("Film thickness, numerical velocity", h_num * 1e6, "um", ".2f")
show("Mean speed U", U * 1e3, "mm/s", ".2f")
show("Surface speed", 1.5 * U * 1e3, "mm/s", ".2f")
show("Reynolds number q/nu", Re, "", ".3f")
show("Thickness if nu is 20% lower", film(q, 0.8 * nu) * 1e6, "um", ".2f")
show("Thickness if nu is 20% higher", film(q, 1.2 * nu) * 1e6, "um", ".2f")
show("Rough melt density", rho_l, "kg/m^3")
show("Rough solid density", rho_s, "kg/m^3")
show("Rough surface tension", gamma, "N/m")
show("Rough size of its temperature slope", dgamma_dT, "N/(m K)")
show("Rough melt thermal conductivity", k_melt, "W/(m K)")
show("Rough melt electrical conductivity", sig_l, "S/m")
show("Rough hot-solid electrical conductivity", sig_s, "S/m")
show("Feed-rod radius", R * 1e3, "mm")
show("Feed speed", v * 6e4, "mm/min")
show("Rough absorbed heat flux", heat_flux, "W/m^2")
show("Inductor frequency", freq / 1e6, "MHz")
show("Radius where q occurs", r0 * 1e3, "mm", ".2f")
show("Slant length L above it", L * 1e3, "mm", ".2f")
show("Gravity force density along film", drive, "N/m^3", ".0f")
show("Thickness shift, inertia estimate", 100 * shift_inertia, "%", ".3f")
show("Thickness shift, inertia integrated", 100 * shift_inertia_num, "%", ".3f")
show("Capillary pressure gradient", cap_gradient, "Pa/m", ".1f")
show("Thickness shift, capillarity", 100 * shift_cap, "%", ".3f")
show("Surface overheating, upper size", overheat, "K", ".3f")
show("Thermocapillary stress", stress, "Pa", ".5f")
show("Thickness shift, thermocapillarity", 100 * shift_thermo, "%", ".3f")
show("Thickness shift, moving solid", 100 * shift_wall, "%", ".3f")
show("Skin depth in melt", skin_l * 1e6, "um", ".1f")
show("Skin depth in hot solid", skin_s * 1e6, "um", ".0f")
show("Surface resistance of layered front", Z.real * 1e3, "mohm", ".3f")
show("Peak magnetic field at surface", H0, "A/m", ".0f")
show("Share of magnetic pressure in film", 1 - abs(H_ratio)**2, "", ".3f")
show("Magnetic pressure taken up in film", p_mag, "Pa", ".2f")
show("Thickness shift, magnetic (either sign)", 100 * shift_mag, "%", ".3f")
show("Sum of absolute shifts", 100 * total, "%", ".2f")
show("Wave coefficient D, inertia part", D_inertia, "m^2/s")
show("Wave coefficient D, hanging part", D_gravity, "m^2/s")
show("Wave coefficient Gamma", Gam, "m^4/s")
show("Fastest-growing wavelength", 2e3 * np.pi / k_fast, "mm", ".2f")
show("Growth rate, long-wave formula", growth, "1/s", ".4f")
show("Growth rate, viscous eigenvalue", growth_num, "1/s", ".4f")
show("Relative shift, order 14 to 18", growth_shift, "", ".1e")
show("Wave travel time over L", travel, "s", ".3f")
show("Wave amplification over L", gain, "", ".3f")
print("PASS")
```

Running it gives:

```
Flux per unit width q: 1.25e-06 m^2/s
Kinematic viscosity nu: 3e-07 m^2/s
Inclination beta: 45 degrees
Gravity g: 9.80665 m/s^2
Gravity along front g sin(beta): 6.934 m/s^2
Cube of thickness: 1.622e-13 m^3
Film thickness, formula: 54.54 um
Film thickness, numerical velocity: 54.54 um
Mean speed U: 22.92 mm/s
Surface speed: 34.38 mm/s
Reynolds number q/nu: 4.167
Thickness if nu is 20% lower: 50.63 um
Thickness if nu is 20% higher: 57.96 um
Rough melt density: 2560 kg/m^3
Rough solid density: 2300 kg/m^3
Rough surface tension: 0.75 N/m
Rough size of its temperature slope: 0.0002 N/(m K)
Rough melt thermal conductivity: 60 W/(m K)
Rough melt electrical conductivity: 1.2e+06 S/m
Rough hot-solid electrical conductivity: 5e+04 S/m
Feed-rod radius: 50 mm
Feed speed: 3 mm/min
Rough absorbed heat flux: 4e+05 W/m^2
Inductor frequency: 3 MHz
Radius where q occurs: 29.40 mm
Slant length L above it: 29.14 mm
Gravity force density along film: 17752 N/m^3
Thickness shift, inertia estimate: 0.177 %
Thickness shift, inertia integrated: 0.177 %
Capillary pressure gradient: 434.0 Pa/m
Thickness shift, capillarity: 0.815 %
Surface overheating, upper size: 0.364 K
Thermocapillary stress: 0.00250 Pa
Thickness shift, thermocapillarity: 0.129 %
Thickness shift, moving solid: -0.051 %
Skin depth in melt: 265.3 um
Skin depth in hot solid: 1299 um
Surface resistance of layered front: 9.360 mohm
Peak magnetic field at surface: 9245 A/m
Share of magnetic pressure in film: 0.804
Magnetic pressure taken up in film: 21.59 Pa
Thickness shift, magnetic (either sign): 1.391 %
Sum of absolute shifts: 2.56 %
Wave coefficient D, inertia part: 6.25e-06 m^2/s
Wave coefficient D, hanging part: 1.25e-06 m^2/s
Wave coefficient Gamma: 5.281e-11 m^4/s
Fastest-growing wavelength: 23.58 mm
Growth rate, long-wave formula: 0.2663 1/s
Growth rate, viscous eigenvalue: 0.2636 1/s
Relative shift, order 14 to 18: 7.4e-08
Wave travel time over L: 0.424 s
Wave amplification over L: 1.119
PASS
```
